# Why a Nodeless Pseudo-Orbital Is the Lowest State of Its Channel

## 1. Result

A semilocal pseudopotential has a separate radial potential $V_l(r)$ for each angular momentum $l$. Suppose $V_l$ has been obtained by inverting the radial Schrödinger equation for a bound orbital $u(r)$ of energy $\varepsilon$. If $u$ has no node for $r>0$, then $\varepsilon$ is the lowest eigenvalue of channel $l$, and it is nondegenerate within the radial problem. There is no ghost, that is, no spurious state below the intended one.

Hartree atomic units are used, with energies in hartree and lengths in bohr. The reduced orbital is $u(r)=rR(r)$, where $R$ is the radial wavefunction. The radial Hamiltonian is

$$h_l=-\frac12\frac{d^2}{dr^2}+U(r),\qquad U(r)=\frac{l(l+1)}{2r^2}+V_l(r). \tag{1}$$

The assumptions are:

- $u$ is real, square integrable and positive for $r>0$. A negative $u$ can be multiplied by $-1$.
- $u$ is smooth enough for $V_l$ to be continuous, and $V_l$ is finite at the origin.
- At the origin $u\propto r^{l+1}$ and $u'\propto (l+1)r^l$. The same regular behaviour is required of every eigenfunction.
- $V_l\to0$ at infinity, and $\varepsilon<0$.

Norm conservation is not among them. It serves the scattering properties of the pseudopotential, not the ordering of its levels.

## 2. Inversion and the need for a nodeless orbital

The equation $h_lu=\varepsilon u$ reads $-\tfrac12u''+Uu=\varepsilon u$. Division by $u$ gives

$$V_l(r)=\varepsilon-\frac{l(l+1)}{2r^2}+\frac{u''(r)}{2u(r)}. \tag{2}$$

The division is safe because $u$ has no zero at $r>0$. At a node, $V_l$ would have a pole unless $u''$ vanished there too.

To examine the origin, write $u=r^{l+1}e^{p(r)}$. Then $u'/u=(l+1)/r+p'$, and

$$\frac{u''}{u}=\left(\frac{u'}{u}\right)'+\left(\frac{u'}{u}\right)^2
=-\frac{l+1}{r^2}+p''+\frac{(l+1)^2}{r^2}+\frac{2(l+1)p'}{r}+p'^2 .$$

The two inverse-square terms add to $l(l+1)/r^2$, which cancels the centrifugal term in (2):

$$V_l=\varepsilon+\frac{(l+1)p'}{r}+\frac{p''+p'^2}{2}. \tag{3}$$

If $p$ is a polynomial in $r^2$, then $p'\propto r$ near the origin and $V_l(0)$ is finite.

By construction $u$ is an eigenfunction of $h_l$. It remains to show that it is the lowest one.

## 3. Bound states at large distance

The proof needs a bound state and its derivative to vanish at infinity. Let $w$ be a square-integrable solution at $E<0$, so that $w''=2(U-E)w$. Since $U\to0$, there is a radius beyond which $U-E>0$. There

$$(w^2)''=2w'^2+2ww''=2w'^2+4(U-E)w^2\ge0 .$$

Thus $w^2$ is convex. A convex, nonnegative, integrable function on a half-line cannot rise anywhere, because it would then continue to rise at least linearly. So $w^2$ decreases to zero.

Nor can $w$ change sign in this region: once $w^2$ reached zero it would stay there, and $w$ would vanish identically. Take $w>0$. Then $w'\le0$ and $w''>0$, so $w'$ increases towards a limit that is not positive. A negative limit would drive $w$ below zero, so $w'\to0$.

## 4. Sturm comparison

Let $w$ be the regular solution at an energy $E<\varepsilon$, scaled so that $w/u\to1$ at the origin. It need not be square integrable. Define the Wronskian

$$W=uw'-u'w .$$

In its derivative the terms $u'w'$ cancel. Using $w''=2(U-E)w$ and $u''=2(U-\varepsilon)u$,

$$W'=uw''-u''w=2(U-E)uw-2(U-\varepsilon)uw=2(\varepsilon-E)\,uw. \tag{4}$$

The potential has dropped out because it multiplies both functions at the same $r$. At the origin each term of $W$ is of order $r^{2l+1}$, so $W(0)=0$ and

$$W(r)=2(\varepsilon-E)\int_0^r u(s)w(s)\,ds. \tag{5}$$

**No zero.** Suppose $w$ has a first zero at $r=b$. On $(0,b)$ both functions are positive, so (5) gives $W(b)>0$. But $w(b)=0$, and $w$ reaches zero from above, so $w'(b)\le0$ and $W(b)=u(b)w'(b)\le0$. This is a contradiction, and therefore $w>0$ for all $r>0$.

**No bound state.** With $w$ positive everywhere, (5) shows that $W$ is positive and increasing. If $w$ were a bound state, Section 3 would apply to both $u$ and $w$ and give $W\to0$ at infinity. A positive increasing function cannot do so. No $E<\varepsilon$ is an eigenvalue.

The regular solution at a given energy is unique up to a factor, so $\varepsilon$ is simple. The continuum begins at zero, above $\varepsilon$. This proves the result.

The quotient rule gives a picture of what happens:

$$\left(\frac wu\right)'=\frac{uw'-u'w}{u^2}=\frac{W}{u^2}>0. \tag{6}$$

At a lower energy $w''/w=u''/u+2(\varepsilon-E)$, so relative to its size the regular solution bends away from the axis more strongly than $u$, or towards it less strongly. It gains on $u$ at every radius. For $E$ close to $\varepsilon$ it can follow $u$ downwards over a stretch, but it cannot end as a bound state decaying at infinity.

**Just above $\varepsilon$.** For $\varepsilon<E<0$ the regular solution must cross zero. If it stayed positive, (4) would make $W$ negative and decreasing, and $w/u$ would fall from 1. Then $w<u$, so $w$ would be square integrable and $W$ would tend to zero, which a negative decreasing function cannot do.

## 5. Counting levels when there are nodes

The full oscillation theorem says that a bound orbital with $N$ nodes has $N$ levels below it in its channel. It explains what removing the nodes achieves. The proof also holds for a potential with a Coulomb singularity at the origin, since $W(0)=0$ still.

**At most $N$ levels below.** Let $w$ and $v$ be bound states at $E<E'$, and let $a<b$ be neighbouring zeros of $w$, with $w>0$ between them. Suppose $v$ had no zero in between, say $v>0$. For $W=wv'-w'v$, the calculation leading to (4) gives $W'=2(E-E')wv<0$, so $W(b)<W(a)$. But $W(a)=-w'(a)v(a)\le0$ and $W(b)=-w'(b)v(b)\ge0$, a contradiction. The argument also covers the first and last intervals, because $W$ vanishes at the origin and at infinity.

The $n$ nodes of $w$ make $n+1$ intervals, and $v$ has a zero in each. Each higher level therefore has at least one more node than the level before it. A state with $N$ nodes has at most $N$ levels below it.

**At least $N$ levels below.** Cut an orbital $u$ with $N$ nodes into its $N+1$ lobes $u_i$, each set to zero outside its own interval. Integrating by parts, with vanishing boundary terms,

$$\int\left(\tfrac12u_i'^2+Uu_i^2\right)dr=\int u_i\left(-\tfrac12u_i''+Uu_i\right)dr=\varepsilon\int u_i^2\,dr,$$

where the second integral runs over the interior of the lobe. Different lobes do not overlap, so every combination of them has mean energy $\varepsilon$. By the min–max principle, an $(N+1)$-dimensional space with mean energies no higher than $\varepsilon<0$ implies at least $N+1$ eigenvalues no higher than $\varepsilon$. One of these is $\varepsilon$ itself, and it is simple. The other $N$ lie below.

If the all-electron orbital solves (1) with a local potential, as in hydrogen or a nonrelativistic Kohn–Sham atom, inverting it with its nodes left in returns that potential, together with its $N$ lower levels. A Hartree–Fock orbital is different: the nonlocal exchange term need not vanish at a node, so $u''$ need not vanish there, and (2) then has a pole. Replacing the orbital by a nodeless one gives a potential without lower levels in that channel.

## 6. The same result as an energy bound

Let $w$ now be any regular trial function, and write $w=uf$, which is allowed because $u$ has no node. Then

$$w'^2=u'^2f^2+2uu'ff'+u^2f'^2,$$
$$(uu'f^2)'=u'^2f^2+uu''f^2+2uu'ff'.$$

Subtracting the second line from the first gives

$$w'^2=u^2f'^2+(uu'f^2)'-uu''f^2 .$$

Since $uu''f^2=2(U-\varepsilon)w^2$, half of this equation becomes

$$\tfrac12w'^2+(U-\varepsilon)w^2=\tfrac12u^2f'^2+\tfrac12(uu'f^2)'.$$

The quantity in the total derivative is $uu'f^2=w^2u'/u$. It vanishes at the origin as $r^{2l+1}$. For trial functions that also make it vanish at infinity,

$$\langle w|h_l-\varepsilon|w\rangle=\frac12\int_0^\infty u^2\left[\left(\frac wu\right)'\right]^2dr\ \ge0. \tag{7}$$

Here $\langle w|h_l|w\rangle$ means the energy integral with kinetic part $\tfrac12\int w'^2dr$. Equality requires $w/u$ to be constant. Functions that vanish beyond some finite radius satisfy the condition, and they approximate any function of finite energy, so the lower bound $\varepsilon$ holds for all of these.

## 7. Worked example: hydrogen 3s and 3p

Take the nonrelativistic hydrogen atom with a fixed point nucleus. Its potential is $-1/r$ and both $n=3$ orbitals have $\varepsilon=-1/18=-0.05556$ hartree. Up to normalization,

$$u_{3s}\propto r(27-18r+2r^2)e^{-r/3},\qquad u_{3p}\propto r^2(r-6)e^{-r/3}.$$

The 3s orbital has nodes at $r=(9\pm3\sqrt3)/2$ bohr, and the 3p orbital has one at $r=6$ bohr. The levels 1s, 2s and 2p play the part of core levels to be removed. With one electron there is no screening to subtract.

**Construction.** Choose $r_c=12$ bohr for s and $10$ bohr for p, outside all nodes. For $r<r_c$ set

$$u=r^{l+1}e^{Q(y)},\qquad y=\frac{r^2}{r_c^2}-1,\qquad Q=\sum_{k=0}^4a_ky^k .$$

Matching $u$ and its first three derivatives at $r_c$, where $y=0$, fixes $a_0$ to $a_3$. It makes $V_l$ and $V_l'$ continuous, since $V_l$ contains $u''$.

The norm inside $r_c$ fixes $a_4$. Its derivative with respect to $a_4$ is $2\int_0^{r_c}y^4u^2dr>0$, and it runs from zero to infinity as $a_4$ runs from $-\infty$ to $\infty$. There is thus one solution for any required norm. The norms to be reproduced are 0.33739 for 3s and 0.25126 for 3p, and the coefficients are

- s: $-3.65549,\ -0.18182,\ -0.88017,\ 1.12127,\ 2.05086$;
- p: $-5.85107,\ -0.41667,\ -0.67708,\ 0.98958,\ 3.65897$.

**Potential.** With $p(r)=Q(y)$ we have $p'=2rQ'/r_c^2$ and $p''=2Q'/r_c^2+4r^2Q''/r_c^4$, where primes on $Q$ mean derivatives with respect to $y$. Equation (3) becomes

$$V_l=\varepsilon+\frac{(2l+3)Q'}{r_c^2}+\frac{2r^2}{r_c^4}\left(Q''+Q'^2\right).$$

At the origin $y=-1$ and $Q'(-1)=a_1-2a_2+3a_3-4a_4$. For s this is

$$-0.1818+1.7603+3.3638-8.2034=-3.2611,$$

so $V_0(0)=-0.0556+3(-3.2611)/144=-0.1235$ hartree. For p the sum is $-10.7297$, and $V_1(0)=-0.0556+5(-10.7297)/100=-0.5920$ hartree.

At $r_c$ we have $Q'=a_1$ and $Q''=2a_2$. For s,

$$V_0(r_c)=-0.05556+\frac{3(-0.18182)+2(-1.76034+0.03306)}{144}=-0.0833,$$

which is $-1/12$, as continuity demands.

Halfway to $r_c$ the s potential is $-0.0394$ hartree, higher than at either end. It is not monotonic, and the proof did not ask it to be.

**Levels.** Diagonalization on a radial grid gives, in hartree:

| Channel | Inverted potential | Coulomb potential |
|---|---|---|
| s | −0.05556, −0.03256, −0.02215 | −0.5000, −0.1250, −0.0556, −0.0312 |
| p | −0.05556, −0.03301, −0.02297 | −0.1250, −0.0556, −0.0313, −0.0200 |

The hydrogen 4s and 4p levels share the exact energy $-1/32=-0.03125$ hartree; the entries −0.0312 and −0.0313 both stand for this value. The three states of each inverted potential have 0, 1 and 2 nodes. The Coulomb potential has two s levels below 3s and one p level below 3p, equal to the node counts of these orbitals. The pseudopotentials have none below $\varepsilon$.

The theorem fixes the order of the levels, not the accuracy of the higher ones. The second s level lies about 0.001 hartree below the hydrogen 4s level, and the second p level about 0.002 hartree below 4p.

**Below and above $\varepsilon$.** Take $E=\varepsilon-0.02=-0.07556$ hartree. In the s channel $w/u$ grows from 1 at the origin to 1.9, 13 and about 1030 at 10, 20 and 30 bohr, as (6) requires. At 30 bohr the two sides of (5), computed separately, are both 0.32259. Their unit is bohr$^{-2}$, because $u$ and $w$ each carry bohr$^{-1/2}$ and the derivative adds bohr$^{-1}$. In the p channel both sides are 0.33464 bohr$^{-2}$.

At $E=\varepsilon+0.01$ hartree the solution crosses zero near 18 bohr for s and 17 bohr for p.

**Energy bound.** The trial function $r^{l+1}(1-0.1r)e^{-0.4r}$, once normalized, has a mean energy above $\varepsilon$ by 0.1113 hartree for s and 0.0363 hartree for p. Both sides of (7) give these values. The numerical check also asserts the level and node counts, and that the solution above $\varepsilon$ changes sign; the positions of the zeros are read from its output.

## 8. Where the theorem stops: separable operators

A semilocal operator is nonlocal in angle, because it separates the values of $l$. Within one channel it still multiplies the radial function by $V_l(r)$, and this is what made the potential cancel in (4).

A separable operator gives up this property. Choose a local potential $V_{\rm loc}$, put $\delta V=V_l-V_{\rm loc}$, and define

$$h_{\rm sep}=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V_{\rm loc}+\frac{|\delta V\,u\rangle\langle u\,\delta V|}{\langle u|\delta V|u\rangle}. \tag{8}$$

The denominator must not vanish. Acting on $u$, the last term gives $\delta V\,u$, so $h_{\rm sep}u=h_lu=\varepsilon u$. The nodeless orbital is still an eigenfunction, but it need not be the lowest.

To see what fails, let $w$ be an eigenfunction of $h_{\rm sep}$ at $E$, and let $c=\langle u\,\delta V|w\rangle/\langle u|\delta V|u\rangle$. Then

$$w''=2\left[\frac{l(l+1)}{2r^2}+V_{\rm loc}-E\right]w+2c\,\delta V\,u .$$

The equation for $u$ contains $V_{\rm loc}+\delta V$, and therefore

$$W'=uw''-u''w=2(\varepsilon-E)uw+2\,\delta V\,u\,(cu-w).$$

The extra term has no definite sign, and the comparison argument cannot proceed.

**A sufficient condition for a ghost.** Suppose $V_{\rm loc}$ alone has $M\ge2$ levels below $\varepsilon$. In the space spanned by these states, the functions orthogonal to $\delta V\,u$ form a subspace of dimension at least $M-1$. The projector gives zero there, so the mean energies are below $\varepsilon$. By the min–max principle $h_{\rm sep}$ has at least $M-1$ levels below $\varepsilon$, and these are ghosts.

**Example.** In the s channel take $\delta V=2e^{-(r/5)^2}$ hartree with $r$ in bohr. The local potential is then the inverted one with a Gaussian well added, deliberately too deep. Its levels below $\varepsilon$ are $-1.5441$, $-0.8827$, $-0.3735$ and $-0.0825$ hartree, so $M=4$ and at least three ghosts must occur. Diagonalizing (8) gives the intended level at $-0.0556$ hartree and three ghosts, at $-1.2703$, $-0.6035$ and $-0.1709$ hartree. The semilocal operator in the same basis has its lowest level at $-0.0556$ hartree.

The lowest ghost has one node, although it is the ground state of the channel. It must have a node, since $h_{\rm sep}$ is symmetric and states of different energy are orthogonal: a function orthogonal to the positive $u$ has to change sign. The nodeless state is thus the fourth level, an order that Section 5 rules out for a local radial potential.

## 9. Conditions of use

**One channel.** A state of another angular momentum may lie below $\varepsilon$. That alone does not make it a ghost, just as an s valence level may lie below a p valence level. The result must be applied to each channel separately, and it covers only channels whose potential meets the assumptions.

**Screened potential.** In an atom with several valence electrons, inversion yields the screened potential of the reference configuration, which includes the mean field of the valence electrons. In another configuration, treated with a spherical local mean field, the screened potential changes and $\varepsilon$ moves. By Section 5, a bound state without nodes is still the lowest of its channel. In a molecule or solid the channels mix, and a one-dimensional node count no longer applies directly.

**Bound reference state.** The proof used the decay of $u$ at infinity. A potential constructed at a positive reference energy, where the orbital is not square integrable, does not meet the assumptions. Having no node inside $r_c$ is then not enough to invoke this result.

## Table of computed values

```
reference energy eps = -0.055556 hartree
grid step 0.02 bohr, outer radius 150 bohr
--- 3s: l = 0, rc = 12 bohr
a0..a4 = -3.65549 -0.18182 -0.88017 1.12127 2.05086
norm inside rc = 0.33739
V(0) = -0.12349 hartree
V(rc/2) = -0.03944 hartree
V(rc) = -0.08333 hartree
inverted V levels: -0.05556 -0.03256 -0.02215 hartree
their node counts: [0, 1, 2]
1 - overlap of lowest state with u = 6.6e-13
Coulomb levels: -0.5000 -0.1250 -0.0556 -0.0312 hartree
nodes of 3s: 2; Coulomb levels below: 2
E below eps = -0.07556 hartree
  w/u at 10 bohr = 1.905
  w/u at 20 bohr = 13.14
  w/u at 30 bohr = 1027
  W at 30 bohr = 0.322590 (1/bohr^2 x bohr)
  2(eps-E) int u w = 0.322590 (same unit)
E above eps = -0.04556 hartree
  w first negative near 18.1 bohr
trial energy minus eps: 0.111265 hartree
  from squared-derivative form: 0.111265 hartree
--- 3p: l = 1, rc = 10 bohr
a0..a4 = -5.85107 -0.41667 -0.67708 0.98958 3.65897
norm inside rc = 0.25126
V(0) = -0.59204 hartree
V(rc/2) = -0.08011 hartree
V(rc) = -0.10000 hartree
inverted V levels: -0.05556 -0.03301 -0.02297 hartree
their node counts: [0, 1, 2]
1 - overlap of lowest state with u = 5.0e-11
Coulomb levels: -0.1250 -0.0556 -0.0313 -0.0200 hartree
nodes of 3p: 1; Coulomb levels below: 1
E below eps = -0.07556 hartree
  w/u at 10 bohr = 2.025
  w/u at 20 bohr = 18.18
  w/u at 30 bohr = 1672
  W at 30 bohr = 0.334643 (1/bohr^2 x bohr)
  2(eps-E) int u w = 0.334643 (same unit)
E above eps = -0.04556 hartree
  w first negative near 17.0 bohr
trial energy minus eps: 0.036326 hartree
  from squared-derivative form: 0.036326 hartree
--- separable s operator: well 2.0 hartree, 5.0 bohr
semilocal lowest level = -0.055556 hartree
levels of local part below eps: 4
   -1.5441 -0.8827 -0.3735 -0.0825 hartree
separable level at eps = -0.055556 hartree
ghosts below eps: 3
   -1.2703 -0.6035 -0.1709 hartree
nodes of lowest ghost: 1
```
